Permittivity of a dilute composite of randomly oriented conducting spheroids

**The system.** Identical conducting prolate spheroids, called rods below, are fixed in an insulating host of relative permittivity ε_m. Each has half-length a, half-width b and volume V = 4πab²/3. There are n rods per unit volume, so their volume fraction is f = nV. The rods carry no net charge, do not touch, and point in all directions with equal probability. The applied field varies slowly enough for electrostatics to hold.

The algebra is in atomic units, 4πε₀ = 1, so that a charge q in the host has the potential q/(ε_m r). The z axis lies along the rod under discussion, ρ is the distance from that axis, and

e² = 1 − b²/a², c = ea.

**(a) The composite fills a parallel-plate capacitor held at fixed voltage. Relate its permittivity to the mean dipole moment of a rod.**

Let the plates have area A and spacing d. The field inside a conductor is zero, so its interior may be filled with host material without changing anything. Each rod is then a set of surface charges in a uniform host.

Consider one such charge q at height h between grounded plates, which induces a charge Q on the upper plate. Compare this with a second situation: no charge between the plates, the lower plate grounded and the upper one at potential U, so that the potential at height h is Uh/d. Green's reciprocity theorem equates the sum of (charges of the first) × (potentials of the second) with the sum of (charges of the second) × (potentials of the first). The latter sum is zero, because the plates are grounded in the first situation. Hence

qUh/d + QU = 0, so Q = −qh/d.

Summed over the charges of a neutral rod, this gives −p/d on the upper plate and +p/d on the lower, where p is the dipole component along the upward field E. The lower plate is the positive one, so its charge grows. With nAd rods,

ε_eff EA/(4π) = ε_m EA/(4π) + nAd⟨p⟩/d,

ε_eff = ε_m + 4πn⟨p⟩/E.

To first order in f, each rod responds to the average field E as if it were alone.

**(b) Find the dipole moment of one rod in a field E along its axis. Try a line charge of density κt at the points z = t, |t| < c.**

The distances from a surface point to the ends of the line, z = ±c, are needed first. On the surface ρ² = (1 − e²)(a² − z²), so

R±² = ρ² + (z ∓ c)² = a² ∓ 2eaz + e²z² = (a ∓ ez)²,

R± = a ∓ ez.

With R(t) = √(ρ² + (t − z)²) and t = (t − z) + z, the potential of the line is κ/ε_m times

∫ t dt/R = [R + z ln(t − z + R)], taken from t = −c to t = c.

The first term gives R₊ − R₋ = −2ez. In the logarithm, the upper limit gives c − z + a − ez = (1 + e)(a − z), and the lower gives −c − z + a + ez = (1 − e)(a − z). Their ratio is (1 + e)/(1 − e), whose logarithm is 2 artanh e. On the surface, therefore,

φ_line = (2κ/ε_m)(artanh e − e) z.

This is proportional to z, like the applied potential −Ez. The two cancel if

κ = ε_m E/[2(artanh e − e)].

The sources lie inside the rod, their total charge is zero and their potential vanishes far away. By uniqueness this is the solution outside the rod. The dipole moment is

p = κ∫t² dt = 2κc³/3 = ε_m E c³/[3(artanh e − e)].

Define the depolarization factor L_z by p = ε_m VE/(4πL_z). Since V/(4π) = ab²/3, b² = a²(1 − e²) and c³ = e³a³,

L_z = ab²(artanh e − e)/c³ = (1 − e²)(artanh e − e)/e³.

**(c) Repeat this for a field across the axis, with line dipoles of density ν(c² − t²) along x. Show that L_z + 2L_x = 1.**

The potential of the line dipoles is νxJ/ε_m, with J = ∫(c² − t²) dt/R³. Put u = t − z, so that c² − t² = c² − z² − 2zu − u². The integrals needed are

∫du/R³ = u/(ρ²R), ∫u du/R³ = −1/R, ∫u² du/R³ = −u/R + ln(u + R).

With K = 1 + (c² − z²)/ρ², and with R± and the logarithm from (b),

J = K[(c − z)/(a − ez) + (c + z)/(a + ez)] + 2z[1/(a − ez) − 1/(a + ez)] − 2 artanh e.

Over the common denominator D = a² − e²z², the first bracket has the numerator 2ac − 2ez² = 2e(a² − z²), and the second term becomes 4ez²/D. Hence

J + 2 artanh e = (2e/D)[K(a² − z²) + 2z²].

Inserting ρ² into K turns the square bracket into

a² + z² + (e²a² − z²)/(1 − e²) = (a² − e²z²)/(1 − e²) = D/(1 − e²).

All dependence on z cancels:

J = 2e/(1 − e²) − 2 artanh e.

The surface is at zero potential if ν = ε_m E/J. The moment is p = ν∫(c² − t²)dt = 4νc³/3, and p = ε_m VE/(4πL_x) gives

L_x = ab²J/(4c³) = [e − (1 − e²) artanh e]/(2e³).

Written over e³, L_z is [(1 − e²) artanh e − e + e³]/e³. Adding 2L_x leaves e³/e³ = 1.

**(d) Average over orientations. Compare one volume percent of rods with a/b = 10 to one volume percent of spheres, and explain the difference.**

If the field makes an angle θ with the rod axis, the dipole component along the field is

p = (ε_m VE/4π)(cos²θ/L_z + sin²θ/L_x).

For isotropic orientations ⟨cos²θ⟩ = 1/3 and ⟨sin²θ⟩ = 2/3. With nV = f, part (a) gives

ε_eff/ε_m = 1 + fS, S = (1/3)(1/L_z + 2/L_x).

For spheres e → 0. From artanh e = e + e³/3 + …, L_z → 1/3, and the sum rule gives L_x → 1/3. Hence S = 3.

For a/b = 10, 1 − e² = 0.01, e = 0.994987 and artanh e = 2.993223, so

L_z = 0.01 × (2.993223 − 0.994987)/0.994987³ = 0.020286,

L_x = (1 − 0.020286)/2 = 0.489857,

S = (49.295 + 2 × 2.041)/3 = 17.79.

At f = 0.01 the first-order increase is **17.8 percent for the rods and 3.0 percent for the spheres**, in the same host and at the same volume fraction.

The long axis supplies 16.43 of S and the two short axes together 1.36. A field along a long rod separates positive and negative charge over a distance comparable with the rod's length, so the charge must be large before its field cancels E within the rod. For a long rod, artanh e = ln[(1 + e)a/b] ≈ ln(2a/b), which gives

L_z ≈ (b/a)²[ln(2a/b) − 1], L_x ≈ 1/2.

At a/b = 10 this L_z is 0.01996, about 2 percent below the full value. For long rods the axial part of S therefore grows as (a/b)²/[ln(2a/b) − 1], which is slower than (a/b)². S is 3.5, 7.4, 17.8 and 50.7 at aspect ratios 2, 5, 10 and 20.

**(e) Find the field at the surface of a rod. How large must the permittivity ε_i of a particle be for it to count as conducting?**

Label the spheroids confocal with the rod by their half-length s. The result of (b) holds on each of them with e replaced by c/s. For a field along the axis the potential outside is thus

φ = −Ez[1 − g(s)/g(a)], g(s) = 2[artanh(c/s) − c/s].

Differentiation gives g′(s) = −2c³/[s²(s² − c²)], and (b) gives g(a) = 2c³L_z/(ab²). Hence g′(a)/g(a) = −1/(aL_z).

Differentiating z²/s² + ρ²/(s² − c²) = 1 gives |∇s| = 1/(aH) at the surface, with H² = z²/a⁴ + ρ²/b⁴. The outward normal has n_z = z/(a²H). The square bracket in φ vanishes at s = a, so the outward field is

E_n = −Ez[g′(a)/g(a)]|∇s| = Ez/(a²H L_z) = E n_z/L_z.

At the tip this is E/L_z, or 49 times the applied field. Across the axis, J(s) replaces g(s), with J′(a) = −4c³/b⁴ and J(a) = 4c³L_x/(ab²). The same steps give E n_x/L_x.

For a dielectric particle, multiply the sources of the conducting solution by λ. The potential on the surface is then 1 − λ times the applied one, which continues inside as a uniform field (1 − λ)E. The outside field is 1 − λ times the uniform field plus λ times the conductor's field. Continuity of the normal displacement requires, with L the factor for the field direction,

ε_m[(1 − λ) + λ/L] = ε_i(1 − λ),

λ = L/[L + ε_m/(ε_i − ε_m)].

The dipole moment is also multiplied by λ, so 1/L is replaced by

1/[L + ε_m/(ε_i − ε_m)].

The condition for conducting behaviour along the axis is (ε_i − ε_m)/ε_m ≫ 1/L_z ≈ 49; a contrast well above 1 is not enough. At ε_i/ε_m = 100 and a/b = 10, S is only 12.3.

**(f) Is one volume percent dilute for these rods?**

The mean number of rod centres within a distance a of a given point, for centres placed independently, is

n(4πa³/3) = f a³/(ab²) = f(a/b)² = 1.

Rods therefore lie within reach of each other's fields, although they fill one percent of the volume. Two simple estimates show the possible size of the correction. Let x = fS = 0.178.

In the first, each rod feels the field at the centre of a spherical cavity in the polarized medium. With P = n⟨p⟩, this is E + 4πP/(3ε_m). The gain y = 4πP/(ε_m E) then obeys

y = x(1 + y/3), y = x/(1 − x/3) = 18.9 percent.

In the second, each rod is embedded in the composite itself, so ε_eff replaces ε_m in its dipole moment:

ε_eff = ε_m + xε_eff, ε_eff/ε_m − 1 = x/(1 − x) = 21.6 percent.

Neither is a bound, and a spherical cavity is a crude picture for elongated neighbours. Neighbours can lie well inside the sphere of radius a around a rod. In a cavity of the rod's own shape, the field along its axis is E + 4πL_z P/ε_m, hardly more than E, so the correction can be smaller than either estimate. The figure of 17.8 percent is the linear term; the full value at this loading requires a calculation with interacting rods.

**(g) Apply the model to metal nanorods in rubber, and judge its assumptions.**

Take rough values typical of silver nanorods in cured silicone rubber: a = 500 nm, b = 50 nm, ε_m = 3 and f = 0.01. The field is 0.001 MV/cm at 1 MHz, and the temperature is 300 K. Alternating fields and voltages are given as root-mean-square values. Each rod has a 5 nm insulating coat, assumed to have the host's permittivity. To first order the permittivity rises from 3 to 3.53; with spheres it would be 3.09. The first value is for spheroids. A numerical solution for cylinders with hemispherical caps, a shape closer to many real nanorods, gives 3.51 at the same length, width and volume fraction.

*Conductivity.* A conductivity σ of 10⁷ S/m, a rough value, gives the rod (in SI units) the permittivity 1 + iσ/(ωε₀), where ω is the angular frequency. Inserted in (e), it changes S by less than one part in 10⁸.

*Breakdown.* At the metal tip of a spheroid the field is 49.3 × 0.001 = 0.049 MV/cm, against a rough host strength of 0.2 MV/cm. An isolated spheroid's tip reaches that strength at an applied field of 0.2 × L_z = 0.004 MV/cm, a sphere's pole at 0.2/3 = 0.067 MV/cm. The spheroid's tip is sharp, with a radius of curvature b²/a = 5 nm, so the peak field lies in the coat; at the coat's outer face it has fallen to about 16 times the applied field. Blunter ends also lower it: for a cylinder with hemispherical caps and the same length and width, a numerical solution gives a tip field about 12 times the applied one, which reaches 0.2 MV/cm at an applied field of about 0.017 MV/cm. Close neighbours can raise the tip field: for two of the spheroids end to end along the field, with their coats touching, a numerical solution gives about 0.15 MV/cm at the facing tips in the field chosen here. This is a root-mean-square value; its peak, about 0.21 MV/cm, already reaches the rough host strength. Silicone actuators are driven at roughly 0.1 MV/cm or more, far above the field chosen here. By this criterion the rods would be unsuitable there, although a bulk strength is an uncertain guide to a field confined near a tip.

*Tunnelling.* Two touching coats form a 10 nm barrier. For a rectangular barrier of 3 eV (rough) and the free electron mass, the tunnelling factor exp(−2 × thickness × √(2mφ)/ħ), with φ the barrier height, is about 10⁻⁷⁷. The potential difference between an isolated rod and the undisturbed host at its tip is Ea = 0.05 V. Between two rods lying end to end along the field it can be up to about 0.1 V, still small against the barrier. Conduction through defects in the coats is not included.

*Alignment.* With E the root-mean-square field, the time-averaged torque |p × E| is (ε_m VE²/4π)(1/L_z − 1/L_x) sin θ cos θ. Integrated from θ = 0 to π/2, it gives the work needed to turn a rod from along the field to across it:

W = (ε_m VE²/8π)(1/L_z − 1/L_x).

In SI units the prefactor is ε₀ε_m VE²/2, and W = 0.205 eV, or 7.9 kT. In a liquid host the field would therefore align the rods strongly; complete alignment would raise the first-order gain to f/L_z = 49 percent. In the cured rubber, the largest torque per rod volume is 6.3 Pa, against a shear modulus of roughly 1 MPa. The ratio is 6 × 10⁻⁶. To turn, a long rod must shear a region of rubber much larger than its own volume, so its rotation in radians is smaller still, and orientations fixed during curing persist. They are random if neither field nor flow aligned the rods before the host set.

In a real composite, even dispersion and random orientation are assumptions that must be checked. The estimates in (f) give about 19 and 22 percent in place of 18 for separate rods; they do not bracket the true value and do not describe clusters. To first order, complete alignment gives 49 percent with the field along the rods and f/L_x = 2 percent with the field across them; interactions between the rods change these values too.
